# High-Order Zernike Radial Polynomials by a Discrete Cosine Sum

## Result and conventions

Let $n\ge m\ge 0$ be integers with $n-m$ even, and let $0\le\rho\le1$ be the pupil radius divided by the rim radius. The Zernike radial polynomial is defined by the factorial series

$$R_n^m(\rho)=\sum_{s=0}^{(n-m)/2}\frac{(-1)^s\,(n-s)!}{s!\left(\frac{n+m}{2}-s\right)!\left(\frac{n-m}{2}-s\right)!}\,\rho^{\,n-2s}. \tag{1}$$

The Janssen–Dirksen formula gives the same polynomial as

$$R_n^m(\rho)=\frac1N\sum_{k=0}^{N-1}U_n(\rho\cos\theta_k)\cos(m\theta_k),\qquad \theta_k=\frac{2\pi k}{N},\quad N>n+m. \tag{2}$$

Here $U_n$ is the Chebyshev polynomial of the second kind, $U_n(\cos\phi)=\sin[(n+1)\phi]/\sin\phi$. Both formulas are identities, but they behave differently in floating-point arithmetic. For $m=0$ the terms of (1) at the rim grow as $(1+\sqrt2)^n$, apart from algebraic factors, and their rounding errors grow with them. The absolute rounding error of (2) has a bound that grows as $n^2$.

## Derivation of the cosine sum

The addition formula for sines gives

$$U_{n+1}(x)=2xU_n(x)-U_{n-1}(x),\qquad U_0=1,\quad U_1=2x. \tag{3}$$

The explicit form is

$$U_n(x)=\sum_{s}(-1)^s\binom{n-s}{s}(2x)^{n-2s}. \tag{4}$$

It holds for $n=0,1$. If it holds up to $n$, the coefficient of $(2x)^{n+1-2s}$ on the right of (3) is

$$(-1)^s\binom{n-s}{s}-(-1)^{s-1}\binom{n-s}{s-1}=(-1)^s\binom{n+1-s}{s},$$

by Pascal's rule, which proves (4) by induction.

Now put $x=\rho\cos\theta$. For any power $p$,

$$(2\cos\theta)^p=(e^{i\theta}+e^{-i\theta})^p=\sum_r\binom pr e^{i(p-2r)\theta},$$

so the coefficient of $e^{im\theta}$ is $\binom{p}{(p-m)/2}$. With $p=n-2s$, the coefficient of $e^{im\theta}$ in $U_n(\rho\cos\theta)$ is

$$\sum_s(-1)^s\frac{(n-s)!}{s!\,(n-2s)!}\;\frac{(n-2s)!}{\left(\frac{n-m}{2}-s\right)!\left(\frac{n+m}{2}-s\right)!}\;\rho^{n-2s}.$$

The factor $(n-2s)!$ cancels and (1) remains. The function is even in $\theta$, so

$$U_n(\rho\cos\theta)=\sum_{j=-n,-n+2,\dots,n}R_n^{|j|}(\rho)\,e^{ij\theta}. \tag{5}$$

At $\rho=1$ the left side is $\sin[(n+1)\theta]/\sin\theta$, a geometric sum of the same exponentials with unit coefficients. Hence $R_n^m(1)=1$.

**How many nodes are needed.** The average of $e^{i(j-m)\theta_k}$ over the nodes is 1 if $j-m$ is a multiple of $N$, and 0 otherwise. The right side of (2) therefore equals the sum of $R_n^{|j|}$ over all permitted $j=m+lN$ with integer $l$. The term $l=0$ is the wanted one. The first alias to enter as $N$ is reduced is $j=m-N$, which lies in range if $m-N\ge-n$. The condition $N>n+m$ excludes it.

Parity relaxes this condition. Since $j-m$ is even, an odd $N$ permits only even $l$, and the first possible alias is $j=m-2N$. For odd $N$ it is enough that $2N>n+m$. If instead $N=n+m$ with $m>0$, the alias $j=-n$ enters and the sum is too large by $R_n^n=\rho^n$. For large $n$ this error is negligible near the centre of the pupil, but it equals 1 at the rim for every $n$.

If all $m$ are wanted for one $n$, take an odd $N\ge n+1$. Two indices in (5) differ by an even number no larger than $2n$, whereas an even multiple of $N$ is at least $2n+2$. No two indices coincide modulo $N$, and one discrete Fourier transform of the samples gives every $R_n^m$.

## Rounding error of the factorial series

Let $u=1.11\times10^{-16}$ be the unit roundoff of double precision, and let $A_n^m(\rho)$ be the sum of the absolute values of the terms in (1). Suppose that each integer coefficient is computed without error and rounded once, and that the power function errs by less than one unit in the last place, a relative error of at most $2u$. With $K$ terms, each term is affected by its coefficient ($u$), power ($2u$), product ($u$) and at most $K-1$ additions. To first order in $u$,

$$|\text{error of (1)}|\le (K+3)\,u\,A_n^m(\rho). \tag{6}$$

To find the size of $A_n^m$, make all signs in (4) positive and repeat the derivation of (5) at $\theta=0$:

$$\sum_{j=-n,-n+2,\dots,n}A_n^{|j|}(\rho)=V_n(\rho),\qquad V_n=\sum_s\binom{n-s}{s}(2\rho)^{n-2s}.$$

Pascal's rule now gives $V_{n+1}=2\rho V_n+V_{n-1}$, with $V_0=1$ and $V_1=2\rho$. The characteristic equation $\lambda^2=2\rho\lambda+1$ has the roots $\lambda_\pm=\rho\pm\sqrt{1+\rho^2}$, and the initial values fix

$$V_n=\frac{\lambda_+^{\,n+1}-\lambda_-^{\,n+1}}{\lambda_+-\lambda_-}. \tag{7}$$

For even $n$, the largest of the $n+1$ summands is $A_n^0$. The reason is that the two factorials in (1) that contain $m$ have arguments with the fixed sum $n-2s$, so their product is smallest when the arguments are equal; raising $m$ also removes terms. Therefore

$$\frac{V_n}{n+1}\le A_n^0\le V_n.$$

At the rim $\lambda_+=1+\sqrt2$, and $A_n^0$ grows by $\log_{10}(1+\sqrt2)=0.383$ decades per order, apart from algebraic factors. The value of the polynomial there stays at 1. Since $\log_{10}(1/u)=15.95$, the exponential growth alone would use up the whole precision after about $15.95/0.383\approx42$ orders. The algebraic factor delays this slightly: $uA_n^0(1)$ first reaches 1 at $n=46$.

Bound (6) is not a prediction at every point. At $\rho=1$ all terms are integers. For $n=40$, $m=0$ their absolute sum is $2.6\times10^{14}$, below $2^{53}=9.0\times10^{15}$, so every coefficient and partial sum is represented without rounding and the computed value is 1. The rim is thus a poor place to judge the series at this order, because errors are already present at neighbouring radii.

## Rounding error of the cosine sum

**Error of the argument.** Use the symmetry of the cosine to keep angles in $[0,\pi]$. The stored value of $\pi$, one product and one division give the angle a relative error of at most $3u$, which changes the cosine by at most $3u\,\theta\sin\theta$. Allow $2u$ relative error for the cosine function and $u$ for multiplication by $\rho$. The error of $x=\rho\cos\theta$ is then at most

$$3u\,(\theta\sin\theta+|\cos\theta|).$$

For $\theta\le\pi/2$ the bracket increases to $\pi/2$. Beyond that its maximum satisfies $\tan\theta=-\theta/2$, at $\theta\approx2.29$, and the error is about $7.1u$. The value $8u$ is a safe bound.

**Error of the recurrence.** For $j\le n$, the sine formula gives $|U_j|\le1/\sqrt{1-x^2}$, and the geometric sum gives $|U_j|\le j+1$. Hence $|U_j|\le S$, where

$$S=\min\left(n+1,\frac1{\sqrt{1-x^2}}\right).$$

One step of (3) commits a product error of at most $2uS$, a subtraction error of at most $uS$, and an error of at most $2(8u)S$ from the argument. Their sum is a local error $|\delta_j|\le19uS$.

A unit disturbance introduced at step $j$ starts the recurrence afresh with the values 0 and 1, so it has become $U_{n-j}$ at step $n$. By linearity,

$$e_n=\sum_{j=1}^{n}U_{n-j}(x)\,\delta_j,\qquad |e_n|\le19\,n\,u\,S^2. \tag{8}$$

**Average over the nodes.** Let $\langle\cdot\rangle$ be the mean over the nodes, and take $N=n+m+1$, which is odd. At every radius $1-\rho^2\cos^2\theta\ge\sin^2\theta$, so $S^2\le1/\sin^2\theta_k$ for $k\ne0$; at $k=0$ use $S^2\le(n+1)^2$.

The remaining sum follows from the product

$$\frac{\sin N\phi}{N\sin\phi}=\prod_{k=1}^{(N-1)/2}\left(1-\frac{\sin^2\phi}{\sin^2(\pi k/N)}\right),\qquad N\text{ odd}.$$

Both sides are polynomials of degree $(N-1)/2$ in $\sin^2\phi$ with the same zeros and the value 1 at $\phi=0$. The coefficient of $\phi^2$ is $-(N^2-1)/6$ on the left, and minus the sum of $1/\sin^2(\pi k/N)$ over half the nodes on the right. The sum over $k=1,\dots,N-1$ is therefore $(N^2-1)/3$. Replacing $k$ by $2k$ only permutes these nodes when $N$ is odd. Thus

$$\langle S^2\rangle\le\frac{(n+1)^2}{N}+\frac{N^2-1}{3N}<\frac{(n+1)^2}{N}+\frac N3\le\frac43(n+1).$$

The last step holds because the expression is convex in $N$, and for $n+1\le N\le2n+2$ it is largest at an end. The end values are $4(n+1)/3$ and $7(n+1)/6$.

The weights, products, additions and final division contribute at most $(N+10)u\langle S\rangle$, and $\langle S\rangle\le\sqrt{\langle S^2\rangle}$. To first order in $u$,

$$|\text{error of (2)}|\le u\left[\frac{76}{3}n(n+1)+(N+10)\sqrt{\frac{4(n+1)}3}\right]. \tag{9}$$

Since $N\le2n+1$, the first term dominates at high order and the growth is quadratic.

**Inside the pupil.** At a fixed $\rho<1$ a smaller bound is available. Write $1-\rho^2\cos^2\theta=a_0-b_0\cos2\theta$ with $a_0=1-\rho^2/2$ and $b_0=\rho^2/2$. The angular mean of its reciprocal is

$$\frac1{\sqrt{a_0^2-b_0^2}}=\frac1{\sqrt{1-\rho^2}}.$$

Once the nodes resolve this function, the recurrence contributes at most about $19nu/\sqrt{1-\rho^2}$, which is linear in $n$. At $\rho=0.9$ the mean over 61 nodes is 2.294, equal to the integral value to the digits given.

## Algorithm

For given $n$, $m$ and $\rho$:

1. Set $N=n+m+1$ and tabulate $c_k=\cos(2\pi k/N)$, using $\min(k,N-k)$ in place of $k$ in the angle.
2. Take the weight $\cos(m\theta_k)$ from the table as $c_{mk\bmod N}$. The integer reduction avoids large angles.
3. Run (3) to order $n$ at every $x_k=\rho c_k$.
4. Multiply by the weights, add, and divide by $N$.

The work per radius is of order $n(n+m)$, against $(n-m)/2+1$ terms in (1). The cosine sum is thus the more expensive formula, though the table serves all radii. Stability as such does not require this cost. The three-term recurrence in $n$ at fixed $m$, which for $m=0$ is Legendre's recurrence in $2\rho^2-1$, needs about $(n-m)/2$ steps; for $n=100$, $m=0$ its largest error on the radii used below is about $4\times10^{-15}$.

## Measured errors

The table gives the largest absolute error for $m=0$ on 101 equally spaced radii from 0 to 1. The reference is series (1) in 100-digit arithmetic, evaluated at the stored double-precision radii. The double-precision series is added in order of increasing $s$; reversed addition or Horner's scheme changes its entries at $n=40$ and $n=60$ by up to a factor of about three but leaves the growth rate nearly unchanged.

| $n$ | series (1) | cosine sum (2) | bound (9) |
|---:|---:|---:|---:|
| 20 | $2.6\times10^{-10}$ | $2.6\times10^{-15}$ | $1.2\times10^{-12}$ |
| 40 | $2.5\times10^{-3}$ | $9.3\times10^{-15}$ | $4.7\times10^{-12}$ |
| 60 | $3.7\times10^{5}$ | $4.4\times10^{-15}$ | $1.0\times10^{-11}$ |
| 90 | $5.6\times10^{16}$ | $1.3\times10^{-13}$ | $2.3\times10^{-11}$ |
| 100 | $2.1\times10^{20}$ | $2.0\times10^{-14}$ | $2.9\times10^{-11}$ |

A straight-line fit to the logarithm of the series error, in steps of ten orders from 40 to 100, gives 0.382 decades per order, close to the derived 0.383. On these radii the error first exceeds 0.01 at $n=42$. The cosine-sum error lies well below its bound and does not rise steadily: it is larger at $n=90$ than at $n=100$. The bound lets all local errors add with the same sign, so it is an upper limit and not a prediction.

Better summation does not rescue the series. If the rounded terms for $n=60$ are added without intermediate rounding, the largest error is still $3.4\times10^5$. The information was lost when the individual terms were rounded. Higher precision for the terms themselves does cure the fault, as the reference calculation shows.

The advantage of (2) concerns absolute error. For $n=m=60$ and $\rho=0.3$, the true value is $0.3^{60}=4.2\times10^{-32}$. The cosine sum has an absolute error of $6.5\times10^{-18}$, so none of its digits is meaningful relative to the true value. Series (1) has a single term here and an error of $1.1\times10^{-48}$ relative to the power of the stored radius; the rounding of 0.3 on storage raises the error relative to $0.3^{60}$ itself to $9\times10^{-47}$, still only about $2\times10^{-15}$ of the value. When relative accuracy matters, the series is the safe choice for $m=n$, and more generally where $A_n^m$ is not much larger than $|R_n^m|$: by (6), its relative error is at most $(K+3)\,u\,A_n^m/|R_n^m|$.

## Example: ring ripple in a lithographic pupil

Consider a projection lens with wavelength $\lambda=193$ nm, numerical aperture 1.35 and immersion-fluid index 1.44. Let its wavefront carry a rotationally symmetric ripple, chosen as a simple test of high orders:

$$W(\rho)=w\cos[a(2\rho^2-1)],\qquad w=0.5\ \text{nm},\quad a=10\pi.$$

The phase of the cosine changes by $2a=20\pi$ across the pupil, which makes ten periods in $\rho^2$.

For $m=0$ and $n=2k$, put $q=k-s$ in (1):

$$R_{2k}^0=(-1)^k\sum_{q=0}^k(-1)^q\frac{(k+q)!}{(k-q)!\,(q!)^2}\rho^{2q}.$$

With $y=\rho^2$, Legendre's equation for $f(y)=P_k(1-2y)$ is $y(1-y)f''+(1-2y)f'+k(k+1)f=0$. A power series $\sum b_qy^q$ then requires $(q+1)^2b_{q+1}=-(k-q)(k+q+1)b_q$ with $b_0=1$, which the coefficients in the sum satisfy. Hence $R_{2k}^0=(-1)^kP_k(1-2\rho^2)=P_k(2\rho^2-1)$.

Put $t=2\rho^2-1$. Legendre orthogonality and the standard integral $\frac12\int_{-1}^1e^{iat}P_k(t)\,dt=i^kj_k(a)$, where $j_k$ is the spherical Bessel function, give

$$W=\sum_{k\ \text{even}}\alpha_{2k}R_{2k}^0,\qquad \alpha_{2k}=w(2k+1)(-1)^{k/2}j_k(a). \tag{10}$$

Odd $k$ drop out because the cosine is even in $t$.

At $n=60$ the coefficient is $\alpha_{60}=-1.2205$ nm, and at $\rho=0.95$ the cosine sum gives $R_{60}^0=0.18077$. The contribution to the wavefront is

$$-1.2205\times0.18077=-0.2206\ \text{nm}.$$

Series (1), added in order of increasing $s$, returns $-6.607\times10^3$ for the same polynomial value and turns the contribution into $+8.06\times10^3$ nm. This number is rounding noise: adding the terms in reverse order gives $+5.7\times10^3$, and Horner's scheme gives $+1.6\times10^4$.

Truncating (10) at $n=84$ is the first choice that brings the largest error on the 101 radii below 0.001 nm. With the cosine sum the error is $2.5\times10^{-4}$ nm, and it falls to $5\times10^{-13}$ nm at $n=120$. With the factorial series the error at $n=84$ is $6\times10^{11}$ nm. No truncation up to 120 helps the series: its smallest error is 0.5 nm, at order 0. Since $j_0(10\pi)=0$, that choice amounts to leaving the ripple out. Lower truncations omit too much of the ripple, and higher ones admit the rounding error.

**Comparison with a real lens.** The wavelength, aperture and index are rough typical values for water-immersion lithography. The ripple and its amplitude are chosen for the example. The ripple is periodic in $\rho^2$, so its rings crowd together towards the rim; it is not a model of a particular polishing process. Real surface errors contain many frequencies and vary with azimuth. The ripple has an rms of $w/\sqrt2=0.354$ nm, or 1.8 thousandths of a wavelength. To leading order it scatters a fraction $(2\pi\times0.354/193)^2=1.3\times10^{-4}$ of the light.

The model omits focus error. A shift $z$ adds the path $1.44\,z\sqrt{1-(0.9375\rho)^2}$, where $0.9375=1.35/1.44$ is the sine of the edge angle in the fluid. For $z=20$ nm, numerical integration over the pupil, with the mean removed, gives an rms of 5.2 nm, about fifteen times the ripple. A 0.1 % error in the pupil scale changes $W$ by up to 0.06 nm on the sampled radii, which far exceeds the rounding error of the cosine sum.

The scalar description omits polarisation as well. For two opposite edge beams polarised in the plane of incidence, the overlap of the field directions in the fluid is $1-2(0.9375)^2=-0.76$, where a scalar calculation assumes 1. The recorded image forms in the resist, where refraction reduces the angle: for a rough resist index of 1.7 the overlap is $1-2(1.35/1.7)^2=-0.26$. A negative overlap reverses the sign of the contrast from such a pair of beams, but it does not change the polynomial values. An accurate $R_n^m$ thus removes an arithmetic fault from the wavefront calculation; the accuracy of the predicted image still depends on focus, pupil registration and the vector field.
